# The Stoll partition of LSDA correlation and the B97 series

The local spin-density approximation (LSDA) gives the hydrogen atom a correlation energy of about −0.022 hartree, although one electron has nothing to correlate with. Multiplying the whole LSDA correlation energy density by one gradient-dependent factor is a blunt cure: the factor that reduces this false energy reduces the correlation of opposite-spin pairs equally wherever the gradient variable has the same value. To treat the two kinds of pair differently, one must first say how much of the LSDA energy belongs to each.

A second difficulty concerns the factor itself. The obvious correction is a polynomial in a squared reduced gradient, but that variable grows without limit in the tail of an atom, and, as shown below, even a quadratic polynomial can make the energy integral diverge. The Stoll partition deals with the first difficulty, and the B97 variable with the second.

Hartree atomic units are used throughout. Let $\rho_\alpha$ and $\rho_\beta$ be the spin densities, $n=\rho_\alpha+\rho_\beta$, and let $e_c(\rho_\alpha,\rho_\beta)$ be the LSDA correlation energy per volume. It is symmetric in its arguments, and $e_c(0,0)=0$. We seek a decomposition with three properties. First, it is additive,

$$
e_c(\rho_\alpha,\rho_\beta)=e_{\alpha\alpha}+e_{\beta\beta}+e_{\alpha\beta}. \tag{1}
$$

Second, $e_{\sigma\sigma}$ depends on $\rho_\sigma$ alone. Third, a channel vanishes when a spin it involves is absent: $e_{\sigma\sigma}=0$ at $\rho_\sigma=0$, and $e_{\alpha\beta}=0$ if either spin density is zero.

Set $\rho_\beta=0$ in (1). The third property removes $e_{\beta\beta}$ and $e_{\alpha\beta}$, so $e_{\alpha\alpha}(\rho_\alpha)=e_c(\rho_\alpha,0)$. By the second property this function stays the same when β electrons are present. Setting $\rho_\alpha=0$ instead gives $e_{\beta\beta}(\rho_\beta)=e_c(0,\rho_\beta)$. Subtracting both from (1) leaves

$$
e_{\alpha\beta}=e_c(\rho_\alpha,\rho_\beta)-e_c(\rho_\alpha,0)-e_c(0,\rho_\beta). \tag{2}
$$

No freedom remains, so the partition is unique. It also meets the requirements: at $\rho_\beta=0$, for example, (2) becomes $e_c(\rho_\alpha,0)-e_c(\rho_\alpha,0)-e_c(0,0)=0$.

The second property is a model assumption. In a real electron gas, electrons of the other spin respond to a same-spin pair and change its effective interaction, so the same-spin energy need not equal that of a fully polarized gas. Without this assumption the result is not unique. Take any symmetric function $h(\rho_\alpha,\rho_\beta)$ that vanishes when either argument does. Adding $h$ to each same-spin channel and subtracting $2h$ from the opposite-spin channel changes neither the sum nor the vanishing conditions.

The partition is easier to read in the variables of the uniform gas,

$$
r_s=\left(\frac{3}{4\pi n}\right)^{1/3},\qquad
\zeta=\frac{\rho_\alpha-\rho_\beta}{n},\qquad
\rho_{\alpha,\beta}=\frac{n(1\pm\zeta)}{2}.
$$

Here the upper sign belongs to α. Let $\varepsilon_0(r_s)$ and $\varepsilon_P(r_s)$ be the correlation energies per electron of the unpolarized and fully polarized gases. A gas containing only the electrons of spin σ has density $\rho_\sigma$, hence the radius

$$
\left(\frac{3}{4\pi\rho_\sigma}\right)^{1/3}
=r_s\left(\frac{2}{1\pm\zeta}\right)^{1/3}.
$$

Since $e_{\sigma\sigma}=\rho_\sigma\varepsilon_P$ at that radius, division by $n$ gives

$$
\frac{e_{\sigma\sigma}}{n}=\frac{1\pm\zeta}{2}\,
\varepsilon_P\!\left(r_s\left[\frac{2}{1\pm\zeta}\right]^{1/3}\right). \tag{3}
$$

At $\zeta=0$ the two same-spin terms add up to $\varepsilon_P(2^{1/3}r_s)$, and the opposite-spin part is

$$
\frac{e_{\alpha\beta}}{n}=\varepsilon_0(r_s)-\varepsilon_P(2^{1/3}r_s).
$$

The factor $2^{1/3}$ appears because each spin species has half the total density.

Numbers require a parametrization of the gas energy. The PW92 form, taken here as input, uses

$$
G(r_s)=-2A(1+a r_s)\ln\!\left[1+\frac{1}{2A(b_1r_s^{1/2}+b_2r_s+b_3r_s^{3/2}+b_4r_s^2)}\right]
$$

with three sets of constants $(A,a,b_1,b_2,b_3,b_4)$:

- $\varepsilon_0$: (0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
- $\varepsilon_P$: (0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
- $-\alpha_c$: (0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)

Here $\alpha_c$ is the spin stiffness. Intermediate polarizations follow from

$$
\frac{e_c}{n}=\varepsilon_0+\alpha_c\frac{f(\zeta)}{f''(0)}(1-\zeta^4)+(\varepsilon_P-\varepsilon_0)f(\zeta)\zeta^4,
$$

$$
f(\zeta)=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2},\qquad
f''(0)=\frac{8}{9(2^{4/3}-2)}.
$$

At $r_s=2$ bohr and $\zeta=0$, each same-spin channel contributes −0.01079 hartree per electron of the whole gas and the opposite-spin channel −0.02318, in total −0.04476. At $\zeta=0.4$ the αα, ββ and αβ parts are −0.01589, −0.00598 and −0.02035 hartree. The majority channel has grown in magnitude by 0.0051 hartree, while the other two together have shrunk by 0.0076, so the total has weakened to −0.0422 hartree.

The constants make $G$ negative, so $e_{\sigma\sigma}<0$ at any positive density. The sign of $e_{\alpha\beta}$, a difference, is less obvious. Evaluated on a mesh from $r_s=0.1$ to 20 bohr and from $\zeta=0$ to 0.95, it is negative at every point.

We now need a measure of inhomogeneity for each spin. Take

$$
x_\sigma=\frac{|\nabla\rho_\sigma|}{\rho_\sigma^{4/3}}. \tag{4}
$$

A density is an inverse volume and its gradient an inverse length to the fourth power, so $x_\sigma$ is dimensionless. It is also unchanged by uniform compression. If $\rho_{\sigma,\lambda}(\mathbf r)=\lambda^3\rho_\sigma(\lambda\mathbf r)$, the chain rule adds one factor of λ to the gradient, making $\lambda^4$, while $(\lambda^3)^{4/3}=\lambda^4$ appears in the denominator. The compressed density at $\mathbf r$ therefore has the value of $x_\sigma$ that the original has at $\lambda\mathbf r$.

For equal spin densities, $\rho_\sigma=n/2$ gives

$$
x_\sigma=\frac{|\nabla n|/2}{(n/2)^{4/3}}=2^{1/3}\frac{|\nabla n|}{n^{4/3}}.
$$

The factor $2^{1/3}$ matters when coefficients defined for spin densities are used with total densities.

Consider a tail $\rho_\sigma\propto e^{-\kappa r}$. There $|\nabla\rho_\sigma|=\kappa\rho_\sigma$, so $x_\sigma=\kappa\rho_\sigma^{-1/3}$ grows exponentially. At large $r_s$ the logarithm in $G$ approaches $1/(2Ab_4r_s^2)$ and its prefactor approaches $-2Aar_s$. Hence $\varepsilon_P\to-a/(b_4r_s)$, which is proportional to $\rho_\sigma^{1/3}$, and $e_{\sigma\sigma}\propto\rho_\sigma^{4/3}$. A correction term of order $x_\sigma^{2k}$ then contributes

$$
e_{\sigma\sigma}x_\sigma^{2k}\propto\rho_\sigma^{4/3}\rho_\sigma^{-2k/3}
=\rho_\sigma^{(4-2k)/3}.
$$

For $k=1$ this decays. For $k=2$ it tends to a nonzero constant, and its integral over all space diverges; for larger $k$ it grows.

The remedy is to replace $X=x^2$, which runs from zero to infinity, by a variable on a finite interval. Among the fractional linear maps $u=(pX+q)/(sX+t)$, require $u=0$ at $X=0$ and $u\to1$ as $X\to\infty$. The first condition gives $q=0$, the second $p=s\neq0$. Dividing by $t$ and writing $\gamma=s/t$,

$$
u=\frac{\gamma X}{1+\gamma X}=\frac{\gamma x^2}{1+\gamma x^2}. \tag{5}
$$

We need $\gamma>0$ to avoid a pole at positive $X$. One scale is left free: $u=1/2$ at $x=\gamma^{-1/2}$. Other families of maps would also compress the range, so (5) is the simplest rational choice, not a consequence of the Schrödinger equation.

A polynomial in $u$ is bounded, and such polynomials can represent a wide class of corrections. Suppose the desired factor is continuous in $X$ and has a finite limit at infinity. As a function $h(u)$ it is then continuous on $0\le u\le1$. Form the Bernstein polynomial

$$
B_N(u)=\sum_{k=0}^{N}h(k/N)\,w_k,\qquad
w_k=\binom Nk u^k(1-u)^{N-k}.
$$

The $w_k$ are binomial probabilities: they sum to one, and $k/N$ has mean $u$ and variance $u(1-u)/N\le1/(4N)$. Given $\epsilon>0$, continuity on a closed interval supplies a δ, the same for all $u$, such that $|h(k/N)-h(u)|<\epsilon$ when $|k/N-u|<\delta$. The remaining $k$ have total probability at most $1/(4N\delta^2)$, since each contributes at least $\delta^2w_k$ to the variance. If $|h|\le H$, then

$$
|B_N(u)-h(u)|\le\epsilon+\frac{2H}{4N\delta^2}.
$$

The last term vanishes as $N$ grows, so the error can be made as small as desired for all $x$ together.

This guarantees approximation at sufficiently high degree, not accuracy at low degree. For the factor $e^{-\gamma x^2}=e^{-u/(1-u)}$, polynomials interpolated at Chebyshev points have largest absolute errors of about 0.08, 0.02, 0.002 and 0.00005 for degrees 2, 4, 8 and 16, sampled on a fine mesh in $u$. The factor itself is one at $x=0$.

The B97 correlation energy assigns a separate series to each kind of pair:

$$
E_c=\int\!\left[\sum_{\sigma}e_{\sigma\sigma}\,g_{ss}(x_\sigma^2)
+e_{\alpha\beta}\,g_{ab}(X_{\alpha\beta})\right]d^3r, \tag{6}
$$

$$
g(X)=\sum_{i=0}^{m}c_iu^i,\qquad
X_{\alpha\beta}=\frac{x_\alpha^2+x_\beta^2}{2}.
$$

Both same-spin channels share one set of coefficients, as spin symmetry requires. The average $X_{\alpha\beta}$ is symmetric and reduces to $x_\sigma^2$ for equal spin densities; it too is a choice. If one spin is absent its $x$ is undefined, but $e_{\alpha\beta}$ vanishes and $g_{ab}$ is bounded, so the product is taken as zero.

The original set has $m=2$ and

- same spin: $\gamma=0.2$, $(c_0,c_1,c_2)=(0.1737,\,2.3487,\,-2.4868)$
- opposite spin: $\gamma=0.006$, $(c_0,c_1,c_2)=(0.9454,\,0.7471,\,-4.5961)$

The midpoint $u=1/2$ lies at $x=2.24$ for same-spin pairs and at $X_{\alpha\beta}^{1/2}=12.9$ for opposite-spin pairs. The same-spin factor thus responds to much weaker inhomogeneity.

To see what the coefficients mean at small gradient, expand each power for $\gamma X<1$:

$$
u^i=(\gamma X)^i(1+\gamma X)^{-i}
=\sum_{j=0}^{\infty}(-1)^j\binom{i+j-1}{j}(\gamma X)^{i+j}.
$$

Collect the terms with $i+j=k$, where $\binom{k-1}{k-i}=\binom{k-1}{i-1}$. The coefficient of $x^{2k}$ in $g$, for $k\ge1$, is

$$
\gamma^k\sum_{i=1}^{\min(k,m)}c_i(-1)^{k-i}\binom{k-1}{i-1}. \tag{7}
$$

The first terms are therefore $g=c_0+c_1\gamma x^2+(c_2-c_1)\gamma^2x^4+\cdots$. The initial slope with respect to $x^2$ is $c_1\gamma$, while $c_2$ first enters at fourth order. This expansion is limited to $x<\gamma^{-1/2}$, although $g$ itself is smooth at all real $x$.

At large gradient, $u=[1+1/(\gamma X)]^{-1}=1-1/(\gamma X)+\cdots$, hence $u^i=1-i/(\gamma X)+\cdots$ and

$$
g=\sum_i c_i-\frac{1}{\gamma x^2}\sum_i i\,c_i+\cdots. \tag{8}
$$

The limits are 0.0356 for same spin and −2.9036 for opposite spin. The latter is finite but negative. Solving $0.9454+0.7471u-4.5961u^2=0$ gives $u=0.542$, or $X_{\alpha\beta}=u/[\gamma(1-u)]\approx197$. Beyond this value, reached at $X_{\alpha\beta}^{1/2}\approx14$, the factor reverses the sign of the opposite-spin LSDA energy density. Boundedness alone does not keep the opposite-spin correlation energy density negative.

The other end of the range is the uniform gas, where $u=0$ and each factor equals its $c_0$. Recovering LSDA at every polarization requires

$$
c_0^{ss}(e_{\alpha\alpha}+e_{\beta\beta})+c_0^{ab}e_{\alpha\beta}=e_c.
$$

With $\rho_\beta=0$ this becomes $c_0^{ss}e_c(\rho_\alpha,0)=e_c(\rho_\alpha,0)$, so $c_0^{ss}=1$. With both spins present and $e_{\alpha\beta}\ne0$, it follows that $c_0^{ab}=1$. The B97 coefficients do not satisfy these conditions. For the unpolarized gas at $r_s=2$ bohr they give

$$
0.1737(-0.02158)+0.9454(-0.02318)=-0.0257
$$

hartree per electron, or 57 percent of the LSDA value. Most of the loss comes from the small same-spin $c_0$.

The one-electron case can be settled for any density. The opposite-spin part vanishes by construction. The same-spin factor is a downward-curving parabola in $u$, so its minimum on $0\le u\le1$ lies at an endpoint; the values there are 0.1737 and 0.0356. Its maximum is at $u=2.3487/(2\times2.4868)=0.472$, where $g_{ss}=0.728$. Since $e_{\sigma\sigma}$ is negative, every one-electron density keeps a negative B97 correlation energy, between 3.6 and 73 percent of its LSDA value. The self-correlation error is reduced but not removed.

For the exact hydrogen density $\rho_\alpha=e^{-2r}/\pi$, the gradient has magnitude $2\rho_\alpha$, so $x_\alpha=2\rho_\alpha^{-1/3}$. Gauss–Legendre quadrature in the radius gives −0.0222 hartree for LSDA and −0.0067 hartree for B97. The remaining error is 30 percent of the LSDA one; the correct value is zero.

For an atom with both kinds of pair, define the moments

$$
M_i^{\mathrm{ch}}=\int e_{\mathrm{ch}}\,u_{\mathrm{ch}}^i\,d^3r,\qquad
E_c=\sum_{\mathrm{ch}}\sum_i c_i^{\mathrm{ch}}M_i^{\mathrm{ch}}, \tag{9}
$$

where ch runs over αα, ββ and αβ. The second equation follows from inserting the series into (6) and taking the constants outside the integrals. At fixed densities the energy is linear in the $c_i$, so fitting them to reference energies by least squares leads to linear equations. It is not linear in γ, which sits inside $u$, and in a self-consistent calculation the densities themselves depend on the coefficients.

Take the nitrogen atom, with five α and two β electrons. Its spin densities come from an unrestricted Hartree–Fock calculation in the def2-TZVP basis, and the integrals are done on an atom-centred numerical grid. The moments $(M_0,M_1,M_2)$, in hartree, are

- αα: (−0.15830, −0.12457, −0.10148)
- ββ: (−0.06816, −0.05981, −0.05301)
- αβ: (−0.20035, −0.04546, −0.01501)

The $M_0$ add up to the LSDA correlation energy, −0.4268 hartree. Multiplication by the coefficients gives, in hartree,

$$
\begin{aligned}
E_{\alpha\alpha}&=-0.0275-0.2926+0.2524=-0.0677,\\
E_{\beta\beta}&=-0.0118-0.1405+0.1318=-0.0205,\\
E_{\alpha\beta}&=-0.1894-0.0340+0.0690=-0.1544.
\end{aligned}
$$

The total is −0.2426 hartree, or −6.60 eV. In the same-spin channels the linear and quadratic terms have opposite signs and are each much larger than their sum, so a single term of the series should not be read as a physical contribution.

The ratio $M_1/M_0$ is the average of $u$ weighted by the LSDA energy density of the channel. It is 0.79 for αα, 0.88 for ββ and 0.23 for αβ. The same-spin averages thus lie at large $u$, whereas the opposite-spin average lies at small $u$, where $g_{ab}$ is still positive. The corresponding average factors, each contribution divided by its $M_0$, are 0.43, 0.30 and 0.77. The opposite-spin share of the correlation energy rises from 47 percent in LSDA to 64 percent in B97, a change that one common constant factor could not produce.

These are values of two functionals at one finite-basis Hartree–Fock density. The last digits depend on the basis: near the basis-set limit the moments move by up to 0.0001 hartree and the B97 total becomes about −0.2424 hartree, while the averages of $u$, the average factors and the shares stay as given. They are neither self-consistent B97 energies nor exact correlation energies. The B97 correlation coefficients were also fitted together with an exchange series and a fraction of exact exchange, so the correlation part should not be judged as if it had been determined alone.
